# Exponential Step-Height Decay in Chemical-Mechanical Planarization with a Spring Pad

## Definitions and conventions

A wafer surface carries raised areas, all at height $z_{\rm up}$, and recessed areas, all at height $z_{\rm low}$. Heights are positive away from the wafer. The raised areas occupy a fraction $\rho$ of the surface, with $0<\rho<1$, and the step height is

$$h = z_{\rm up}-z_{\rm low}. \tag{1}$$

The side walls are vertical and are not attacked, so $\rho$ stays constant while material is removed from the top. A polishing pad slides over the surface at speed $V$ under a fixed load. The load divided by the whole wafer area is the mean pressure $P$.

Two laws define the model. The first is Preston's law: where the local pad pressure is $p$, the surface recedes at the rate

$$\frac{dz}{dt}=-KVp . \tag{2}$$

The Preston constant $K$ describes the material, the pad and the slurry together. It is taken to be the same on raised and recessed areas until the section on unequal removal. Where the pad does not touch, $p=0$ and nothing is removed, so purely chemical etching is neglected.

The second law describes the pad as a set of independent linear springs. Let $d$ be the height at which the pad face would lie if it were undeformed. A surface point at height $z>d$ compresses the pad by $z-d$, and

$$p=k\,\max(0,\,z-d). \tag{3}$$

The stiffness $k$ is a pressure per unit compression. The pad can push but not pull, which is why the pressure is cut off at zero. It is also assumed to respond at once, without inertia or creep, so that $d$ at every instant is fixed by the load balance

$$\rho\,p_{\rm up}+(1-\rho)\,p_{\rm low}=P . \tag{4}$$

This is the total force divided by the wafer area: the raised areas contribute their pressure times their share of the area, and the recessed areas do the same.

These equations are classical and contain no $\hbar$. They keep their form in any consistent set of units, atomic units included. Numbers are given in eV and Å, with time in seconds.

## Which areas does the pad touch?

Suppose first that the pad touches the raised areas alone. Then $p_{\rm low}=0$, and (4) gives

$$p_{\rm up}=\frac{P}{\rho}. \tag{5}$$

The whole load rests on the fraction $\rho$ of the area. By (3), the compression there is $z_{\rm up}-d=P/(\rho k)$. The assumption is consistent if the recessed surface lies no higher than the pad face, $z_{\rm low}\le d$. This is the same as $h=z_{\rm up}-z_{\rm low}\ge z_{\rm up}-d$, or

$$h\ge h_c,\qquad h_c=\frac{P}{\rho k}. \tag{6}$$

Now suppose that the pad touches both areas. Then (3) holds without its cutoff on each of them:

$$p_{\rm up}=k(z_{\rm up}-d),\qquad p_{\rm low}=k(z_{\rm low}-d).$$

Subtraction removes the unknown pad level and leaves

$$p_{\rm up}-p_{\rm low}=kh . \tag{7}$$

The pressure difference is proportional to the remaining step. This proportionality is a consequence of the spring law (3) and of contact on both sides; it does not follow from Preston's law. To find the two pressures separately, insert $p_{\rm up}=p_{\rm low}+kh$ into (4):

$$\rho(p_{\rm low}+kh)+(1-\rho)p_{\rm low}=p_{\rm low}+\rho kh=P .$$

Hence

$$p_{\rm low}=P-\rho kh,\qquad p_{\rm up}=P+(1-\rho)kh, \tag{8}$$

where the second expression follows from the first by adding $kh$. Contact on the recessed area requires $p_{\rm low}\ge0$, that is $h\le P/(\rho k)=h_c$. The two regimes therefore meet at the same step height and leave no gap between them. At $h=h_c$ both give $p_{\rm low}=0$ and $p_{\rm up}=P/\rho$.

## The step before and after full contact

Preston's law (2), applied to both areas and subtracted, gives

$$\frac{dh}{dt}=-KV(p_{\rm up}-p_{\rm low}). \tag{9}$$

For $h>h_c$ the difference is $P/\rho$ by (5), so the rate is constant. With the initial step $h_0>h_c$,

$$h(t)=h_0-\frac{KVP}{\rho}\,t . \tag{10}$$

The pad reaches the recessed areas when $h=h_c$, at the time

$$t_c=\frac{\rho\,(h_0-h_c)}{KVP}. \tag{11}$$

From then on the difference is $kh$ by (7), and (9) becomes

$$\frac{dh}{dt}=-KVk\,h=-\frac{h}{\tau},\qquad \tau=\frac{1}{KVk}. \tag{12}$$

Dividing by $h$ and integrating from $t_c$, where $h=h_c$, to $t$ gives $\ln(h/h_c)=-(t-t_c)/\tau$, so that

$$h(t)=h_c\,e^{-(t-t_c)/\tau},\qquad t\ge t_c . \tag{13}$$

Since $h$ decreases, $p_{\rm low}=P-\rho kh$ increases from zero towards $P$. Contact, once made, is not lost, and (13) holds for all later times. If the initial step is already below $h_c$, both areas are in contact from the start and $h=h_0e^{-t/\tau}$.

The decay slows because the pad loses its ability to distinguish the two areas. A nearly flat surface is pressed almost uniformly, and both areas then recede at almost the same rate. Removal itself does not slow down: the mean height $\bar z=\rho z_{\rm up}+(1-\rho)z_{\rm low}$ obeys, by (2) and (4),

$$\frac{d\bar z}{dt}=-KV\left[\rho p_{\rm up}+(1-\rho)p_{\rm low}\right]=-KVP \tag{14}$$

in both regimes.

The time constant contains neither $P$ nor $\rho$. A larger load raises both pressures in (8) by the same amount and leaves their difference unchanged. Load and raised fraction enter through $h_c$ and $t_c$, which decide when the exponential begins and from what height.

The two pieces join without a kink. Just after contact the rate is $h_c/\tau=[P/(\rho k)]\,KVk=KVP/\rho$, the rate just before it. The straight line (10), if continued, would therefore need a further time $h_c/(KVP/\rho)=\tau$ to reach zero. At that moment, $t_c+\tau$, the true step is $h_c/e$.

Two limits show the part played by stiffness. For a very stiff pad, $k\to\infty$, both $h_c$ and $\tau$ vanish, and the step is removed linearly in the time $\rho h_0/(KVP)$. For a very soft pad, $k\to0$, $h_c$ exceeds any given initial step and $\tau$ diverges: the pad follows the relief and removes material without flattening it.

If the speed varies in time, (12) reads $dh/ds=-Kk\,h$ in terms of the sliding distance $s$, with $ds=V\,dt$. The step is then exponential in distance, though in general not in time.

## More than two heights

The exponential does not depend on there being just two levels. Let areas with fractions $f_i$, $\sum_i f_i=1$, have heights $z_i$, all in contact. Then $p_i=k(z_i-d)$, and the load balance $\sum_i f_ip_i=P$ gives $k(\bar z-d)=P$, with $\bar z=\sum_i f_iz_i$. Eliminating $d$,

$$p_i=P+k(z_i-\bar z). \tag{15}$$

Since $\bar z$ recedes at $KVP$, subtracting its rate from that of $z_i$ leaves

$$\frac{d}{dt}(z_i-\bar z)=-KVk\,(z_i-\bar z). \tag{16}$$

Every deviation from the mean decays with the same $\tau$, so the relief shrinks without changing its shape. The condition is that the lowest area be in contact, $\bar z-z_{\min}\le P/k$. For two levels $\bar z-z_{\rm low}=\rho h$, and this condition reduces to $h\le h_c$.

## Time and material needed for a target step

Let the target be $h_f<h_c<h_0$. Solving (13) for the time and using (11) gives

$$t_f=t_c+\tau\ln\frac{h_c}{h_f}
=\tau\left[\frac{h_0}{h_c}-1+\ln\frac{h_c}{h_f}\right]. \tag{17}$$

The second form uses $\rho/(KVP)=\tau/h_c$, which is the matching of rates found above.

Planarizing also consumes material from the recessed areas. From the definition of the mean height, $\bar z=z_{\rm low}+\rho h$, so $z_{\rm low}=\bar z-\rho h$. The thickness lost there since $t=0$ is

$$L_{\rm low}=z_{\rm low}(0)-z_{\rm low}(t)=KVP\,t-\rho\,(h_0-h). \tag{18}$$

The raised areas lose this amount plus the reduction of the step, $L_{\rm up}=L_{\rm low}+h_0-h$. At the target, insert (17) in (18), with $KVP\tau=P/k=\rho h_c$:

$$L_{\rm low}=\rho h_c\left[\frac{h_0}{h_c}-1+\ln\frac{h_c}{h_f}\right]-\rho h_0+\rho h_f
=\frac{P}{k}\left[\ln\frac{h_c}{h_f}-1+\frac{h_f}{h_c}\right]. \tag{19}$$

The initial step has dropped out, because the recessed areas lose nothing before contact. Once $h_f\ll h_c$, each further reduction of the step by a factor $e$ costs a thickness close to $P/k$.

The load thus has two opposing effects. In (17), $h_0/h_c$ is proportional to $1/P$ and $\ln h_c$ contains $\ln P$, so

$$\frac{\partial t_f}{\partial P}=\frac{\tau}{P}\left(1-\frac{h_0}{h_c}\right)<0 .$$

For the loss, write (19) as $L_{\rm low}=(P/k)[\ln(h_c/h_f)-1]+\rho h_f$. The derivative of the prefactor gives $[\ln(h_c/h_f)-1]/k$ and that of the logarithm gives $1/k$, so

$$\frac{\partial L_{\rm low}}{\partial P}=\frac1k\ln\frac{h_c}{h_f}>0 .$$

As long as $h_f<h_c<h_0$, a higher load reaches the target sooner but removes more of the recessed film. The time saved comes from the linear stage. The exponential stage keeps the same $\tau$ but starts from a larger $h_c$, so it takes longer and cancels part of the saving. Once the load is so high that $h_c\ge h_0$, there is no linear stage: the time is $\tau\ln(h_0/h_f)$, independent of the load, while the loss continues to grow with it.

## A worked example

Take the round model parameters $P=2\times10^{-7}$ eV/Å³, $k=2\times10^{-10}$ eV/Å⁴, $K=0.02$ Å³/eV, $V=10^{10}$ Å/s, $\rho=0.4$ and $h_0=6000$ Å. They describe no particular material. A flat surface would recede at

$$KVP=0.02\times10^{10}\times2\times10^{-7}=40\ \text{Å/s},$$

and the step initially falls at $40/0.4=100$ Å/s. The contact step and the time constant are

$$h_c=\frac{2\times10^{-7}}{0.4\times2\times10^{-10}}=2500\ \text{Å},\qquad
\tau=\frac{1}{0.02\times10^{10}\times2\times10^{-10}}=25\ \text{s}.$$

In atomic units these are about 4724 bohr and $1.03\times10^{18}$ atomic units of time. Contact begins at $t_c=(6000-2500)/100=35$ s.

At $h=1000$ Å, where the pad touches both areas, $kh=2\times10^{-7}$ eV/Å³. Equation (8) then gives $p_{\rm up}=(2+0.6\times2)\times10^{-7}=3.2\times10^{-7}$ eV/Å³ and $p_{\rm low}=(2-0.4\times2)\times10^{-7}=1.2\times10^{-7}$ eV/Å³.

The straight line would reach zero at 60 s. The actual step is then $2500/e\approx920$ Å, and it falls to 338 Å at 85 s and 124 Å at 110 s, a factor $e$ every 25 s. For a target of 50 Å,

$$t_f=35+25\ln\frac{2500}{50}=35+25\times3.912=132.8\ \text{s}.$$

The first 3500 Å of step take 35 s and the remaining 2450 Å take almost 98 s. The recessed areas lose, by (18),

$$L_{\rm low}=40\times132.8-0.4\times5950=5312-2380=2932\ \text{Å},$$

and the raised areas lose $2932+5950=8882$ Å. The recessed film must be thicker than 2932 Å at the start if it is to survive.

These results were tested against a numerical integration of the heights of ten separate cells. At each instant the pad level was found from the load balance, without prescribing which areas were in contact. The step history agrees with (10) and (13) within 0.05 Å. Changing the raised fraction to 0.2 or 0.7, or doubling the load, leaves the decay time in full contact at 25.000 s. This agreement confirms the solution of the model; it does not show that a real pad obeys (3). The values are collected in the numerical output.

## Unequal removal constants

Let the initially raised and recessed areas consist of different materials, with Preston constants $K_{\rm up}$ and $K_{\rm low}$, separated by vertical boundaries. The pressures (8) are unaffected, since they follow from the pad and the load alone. In full contact,

$$\begin{aligned}
\frac{dh}{dt}&=-V\left(K_{\rm up}p_{\rm up}-K_{\rm low}p_{\rm low}\right)\\
&=-V\left[(K_{\rm up}-K_{\rm low})P+K_mkh\right],
\end{aligned}\tag{20}$$

$$K_m=(1-\rho)K_{\rm up}+\rho K_{\rm low}. \tag{21}$$

The term $\rho K_{\rm low}$ enters with a plus sign because the minus sign in $p_{\rm low}=P-\rho kh$ meets the minus sign of the difference. Setting the bracket to zero gives the stationary step

$$h_\infty=-\frac{(K_{\rm up}-K_{\rm low})P}{K_mk}, \tag{22}$$

and (20) becomes $d(h-h_\infty)/dt=-K_mVk\,(h-h_\infty)$. The relaxation is still exponential, with time constant $1/(K_mVk)$, but its end point is not a flat surface. If the raised material polishes faster, $h_\infty<0$: it finishes below its neighbour.

For negative $h$ the condition $p_{\rm up}\ge0$ must also be watched. Inserting (22) in (8) gives

$$p_{\rm up}=P\,\frac{K_m-(1-\rho)(K_{\rm up}-K_{\rm low})}{K_m}=P\,\frac{K_{\rm low}}{K_m},$$

and likewise $p_{\rm low}=PK_{\rm up}/K_m$. Both are positive if neither constant vanishes, so the stationary state then lies within full contact. There the products $K_{\rm up}p_{\rm up}$ and $K_{\rm low}p_{\rm low}$ are equal, and the faster material is protected by a lower pressure.

With $K_{\rm up}=0.02$ and $K_{\rm low}=0.01$ Å³/eV and the other parameters as before, $K_m=0.6\times0.02+0.4\times0.01=0.016$ Å³/eV. Then $h_\infty=-(0.01/0.016)\times1000=-625$ Å, where $P/k=1000$ Å, and the relaxation time is 31.25 s. The numerical integration reaches the same final step.

## A pad that is not a linear spring

Let the pressure be a smooth, increasing function $p(u)$ of the compression $u=z-d$, and let $u_P$ be the compression at which $p=P$. For a small step in full contact, write $u_{\rm low}=u_P+a$ and $u_{\rm up}=u_P+a+h$, with $a$ of order $h$. To first order, the load balance (4) reads

$$P+p'(u_P)\left[\rho(a+h)+(1-\rho)a\right]=P,$$

so $a=-\rho h$, and the pressure difference is

$$p_{\rm up}-p_{\rm low}=p'(u_P)\,h+O(h^2). \tag{23}$$

The late decay is again exponential, with $k$ replaced by the slope of the pad law at the working pressure. This slope generally depends on the load, and so does the time constant.

An example is $p=p_0e^{u/\lambda}$, whose slope at pressure $P$ is $P/\lambda$. The late time constant is

$$\tau_P=\frac{\lambda}{KVP}, \tag{24}$$

inversely proportional to the load. Here the full rate can also be found. Since $p_{\rm up}=p_{\rm low}e^{h/\lambda}$, (4) gives $p_{\rm low}=P/(\rho e^{h/\lambda}+1-\rho)$, and (9) becomes

$$\frac{dh}{dt}=-KVP\,\frac{e^{h/\lambda}-1}{\rho e^{h/\lambda}+1-\rho}. \tag{25}$$

For $h\ll\lambda$ the fraction tends to $h/\lambda$, in agreement with (24). For $h\gg\lambda$ it tends to $1/\rho$, the constant rate of (10). This pad presses on every area at all times, yet the decay is not exponential for large steps. Contact on both sides is therefore not sufficient; the proportionality (7) is needed as well.

With $\lambda=1000$ Å and $p_0=2\times10^{-7}$ eV/Å³, formula (24) gives 25 s at $P=2\times10^{-7}$ eV/Å³ and 12.5 s at twice that load. The integration, started from a 20 Å step, gives 24.98 s and 12.49 s. The small deficits come from the next order of (25), where the fraction is $(h/\lambda)[1+(\tfrac12-\rho)h/\lambda]$: for $\rho=0.4$ a step that is small compared with $\lambda$, but not vanishingly small, decays slightly faster. For larger steps this expansion no longer holds. The fraction in (25) stays below $1/\rho$, so for $h>\lambda/\rho$ it is smaller than $h/\lambda$ and the decay is slower than (24) implies. Below that height the decay can be faster, markedly so when $\rho$ is small. At a step of 3000 Å and the lower load, the apparent time constant is about 34 s instead of 25 s.

## Elastic coupling between neighbouring areas

In an elastic sheet, pressing on one place also displaces the pad face nearby, so the local pressure depends on the surrounding relief. Suppose that contact is complete, the response is linear, and the pad is uniform and symmetric under reflection along the surface. A height ripple of wave number $q$ then produces a pressure ripple of the same $q$, with amplitudes related by $p_q=k(q)z_q$. Preston's law gives

$$\frac{dz_q}{dt}=-KVk(q)\,z_q . \tag{26}$$

Each ripple decays exponentially at its own rate. A pattern of raised and recessed levels contains many wave numbers. Unless $k(q)$ is the same for all of them, levels that start flat do not stay flat, and the difference between the mean heights of the raised and recessed areas does not follow a single exponential. Independent springs are the case of constant $k(q)$. For a homogeneous elastic layer on a rigid backing, $k(q)$ is nearly constant only for wavelengths long compared with the thickness of the layer, and it grows in proportion to $|q|$ at short wavelengths. At a vertical wall the linear relation would then require tension at the foot of the wall, so complete contact, and with it (26), is possible only for smooth relief. For features much narrower than the pad is thick, the constant $k$ of (3) is at best an effective parameter, not the bulk stiffness of the pad, and it may depend on the feature size. The law (13) therefore holds where coupling through the pad can be neglected and the other assumptions of the model are met, among them the linear spring law (3) and equal removal constants.

## Values computed for the example and the checks

```
mean pressure P = 2.00e-07 eV/A^3
pad stiffness k = 2.00e-10 eV/A^4
Preston constant K = 0.020 A^3/eV
sliding speed V = 1.00e+10 A/s
raised area fraction rho = 0.40
initial step h0 = 6000 A, target step = 50 A
flat-surface removal rate K*V*P = 40.00 A/s
step rate before full contact = 100.00 A/s
pressures from load balance, eV/A^3:
  h = 6000 A: raised 5.000e-07, recessed 0.000e+00
  h = 3000 A: raised 5.000e-07, recessed 0.000e+00
  h = 2000 A: raised 4.400e-07, recessed 4.000e-08
  h = 1000 A: raised 3.200e-07, recessed 1.200e-07
contact step h_c = 2500.0 A = 4724.3 bohr
contact time t_c = 35.00 s
time constant tau = 25.00 s = 1.0335e+18 a.u. of time
step history: time (s), formula (A), simulation (A)
     0   6000.00   6000.00
    20   4000.00   4000.00
    35   2500.00   2500.00
    60    919.70    919.70
    85    338.34    338.34
   110    124.47    124.47
   135     45.79     45.79
   160     16.84     16.84
straight line would reach zero at 60.00 s
time to target: formula 132.80 s, simulation 132.80 s
recessed loss: formula 2932.0 A, simulation 2932.0 A
raised loss at target = 8882.0 A
time constant from simulated decay, start 500 A:
  rho = 0.2, load = 2.0e-07 eV/A^3: 25.000 s
  rho = 0.7, load = 2.0e-07 eV/A^3: 25.000 s
  rho = 0.4, load = 4.0e-07 eV/A^3: 25.000 s
unequal constants: K_up = 0.020, K_low = 0.010 A^3/eV
  final step: formula -625.00 A, simulation -625.00 A
  relaxation time = 31.25 s
curved pad p = p0*exp(u/L), p0 = 2.0e-07 eV/A^3, L = 1000 A:
  load 2.0e-07 eV/A^3: late time 24.98 s, formula 25.00 s
  load 4.0e-07 eV/A^3: late time 12.49 s, formula 12.50 s
  load 2.0e-07 eV/A^3, step 3000 A: apparent time 33.85 s
```
